Off-Resonant Superexchange Through Weakly Coupled Units and Layered Dielectric Films

**Setting.** An insulating bridge between two electrodes consists of N identical units with spacing a. Each unit has one orbital, orthogonal to the others, whose energy lies Δ from the Fermi energy. Neighbouring orbitals are coupled by a real matrix element t. The Fermi energy is the zero of energy, so the bridge Hamiltonian H has Δ on its diagonal and t next to it. Either sign of Δ and t is allowed. "Off-resonant" means that the Fermi energy lies outside the band of an infinite chain, |Δ| > 2|t|. "Weakly coupled" is the stronger condition r ≪ 1, where r = |t/Δ|.

Each electrode is a one-dimensional lead with site energy ε, hopping h < 0 and coupling V_L or V_R to its end of the bridge. At the Fermi energy its wavenumber k, measured per lead site and between 0 and π, satisfies

0 = ε + 2h cos k.

Transport is coherent and elastic, at zero temperature and vanishing bias. Hartree atomic units are used, except where e and h_P, the elementary charge and Planck's constant, are written out. The decay constant per length is defined by adding units:

β = −(1/a) lim(N→∞) d ln G/dN,

where G is the conductance.

**(a) Relate the conductance to the probability T that an electron at the Fermi energy crosses the bridge.**

*Solution.* In a lead of length L, allowed wavenumbers are 2π/L apart. A right-moving state with velocity v = dE/dk carries the particle current v/L. The states in an energy window therefore carry, per spin,

∫ (L dk/2π)(v/L) = ∫ dE/2π.

The velocity has cancelled against the density of states. A small voltage U fills left-lead states in a window of width eU that are empty on the right. A fraction T of their current crosses. With two spins, and with 1/2π written as 1/h_P in ordinary units,

I = (2e/h_P) T eU, so G = (2e²/h_P) T.

The bias must be small enough for T to be nearly constant over the window.

**(b) Eliminate the leads and express T through the bridge Green's function.**

*Solution.* Write z = exp(ik), so that −ε = h(z + 1/z). A wave arriving from the left has amplitudes

ψ_j = z^j + ρ z^(−j) for j ≤ 0,
ψ_j = τ z^(j−N−1) for j ≥ N+1,

and c_1, …, c_N on the bridge. At site 0 the Schrödinger equation is

h(z + 1/z)(1 + ρ) = h(1/z + ρz) + V_L c_1.

Cancelling common terms leaves hz + ρh/z = V_L c_1. Hence

ρ = V_L (z/h) c_1 − z²,
ψ_0 = 1 + ρ = V_L (z/h) c_1 + 1 − z².

At site N+1,

h(z + 1/z)τ = V_R c_N + hτz, so τ = V_R (z/h) c_N.

The equation for the first bridge site contains V_L ψ_0, and that for the last contains V_R τ. Inserting the results above adds a self-energy to each end site:

Σ_L = V_L² z/h, Σ_R = V_R² z/h.

It also leaves a source V_L(1 − z²) = −2i z V_L sin k on site 1. Let Σ be the matrix with Σ_L and Σ_R on the end sites, and define

𝒢 = (−H − Σ)^(−1).

Then c_N = 𝒢_N1 (−2i z V_L sin k). The matrix is symmetric, so 𝒢_N1 = 𝒢_1N, and

|τ|² = 4V_L²V_R² sin²k |𝒢_1N|²/h².

Since h < 0, the contact widths

Γ_L = −2 Im Σ_L = 2V_L² sin k/|h|, and similarly Γ_R,

are positive. Both leads have the same velocity, so T = |τ|² and

T = Γ_L Γ_R |𝒢_1N|².

The symmetry under exchange of the ends shows that transmission is the same in both directions.

**(c) Find the leading transmission for weak coupling, and its first correction at fixed N.**

*Solution.* Collect the hopping t and the contact self-energies in a matrix W. Then

𝒢 = (−Δ − W)^(−1) = −(1/Δ) Σ_m (−W/Δ)^m,

where the sum runs over m = 0, 1, 2, …. It converges if, for example, 2|t| + |Σ_L| + |Σ_R| is below |Δ|. Each term is a walk along the bridge. Every hop contributes −t/Δ. The shortest walk from end to end has N−1 hops, so

𝒢_1N ≈ −(1/Δ)(−t/Δ)^(N−1) = t^(N−1)/(−Δ)^N.

This is McConnell superexchange: the bridge orbitals enter as virtual intermediate states, and each further unit multiplies the amplitude by −t/Δ. The transmission is

T_M = (Γ_L Γ_R/Δ²) r^(2N−2).

One more unit multiplies T_M by r², which gives

β_M = (2/a) ln|Δ/t|.

The factor 2 comes from squaring the amplitude.

The next walks contain N forward hops and one backward hop. The backward hop cannot come first or last, because the walk would then leave the bridge. The other N−1 positions are allowed. Each such walk has two extra hops and a relative weight r². A walk may instead visit a contact once, with relative weight −Σ_L/Δ or −Σ_R/Δ. Therefore

𝒢_1N/𝒢_M = 1 + (N−1)r² − (Σ_L + Σ_R)/Δ + …,

where 𝒢_M is the shortest-walk value. Taking the squared modulus to first order in these corrections gives

T/T_M = 1 + 2(N−1)r² − 2 Re(Σ_L + Σ_R)/Δ + ….

The correction from backward hops grows with N. The decay constant, defined at large N, therefore needs the sum of all walks.

**(d) Sum all walks and obtain β for any off-resonant coupling.**

*Solution.* Let D_n be the determinant of −H for n units without contacts. Expansion along the last row gives

D_n = −Δ D_(n−1) − t² D_(n−2), D_0 = 1, D_(−1) = 0.

Define κ > 0 by |Δ| = 2|t| cosh κ, let s = −sign(Δ), and write D_n = (s|t|)^n u_n. Since −Δ = s|Δ| and s² = 1, division by (s|t|)^n gives

u_n = 2 cosh κ u_(n−1) − u_(n−2).

The identity sinh(x+κ) + sinh(x−κ) = 2 sinh x cosh κ and the two starting values give

u_n = sinh((n+1)κ)/sinh κ.

The contacts change the two end diagonals, in each of which the determinant is linear. With contacts it is

D = D_N − (Σ_L + Σ_R)D_(N−1) + Σ_L Σ_R D_(N−2).

For the corner of the inverse, the cofactor is (−1)^(N+1)(−t)^(N−1) = t^(N−1). Thus

𝒢_1N = t^(N−1)/D.

At large N the growing exponential dominates:

D_N → (s|t|)^N exp[(N+1)κ]/(2 sinh κ),
D_(N−1)/D_N → s exp(−κ)/|t|,
D_(N−2)/D_N → exp(−2κ)/t².

The contact terms then factorize. With

F_L = 1 − sΣ_L exp(−κ)/|t|, and similarly F_R,

the transmission becomes

T → A exp(−2κN),
A = 4 sinh²κ exp(−2κ) Γ_L Γ_R/(t² |F_L|² |F_R|²).

The self-energies have nonzero imaginary parts, so neither F vanishes and A is finite. The contacts set the prefactor but not the decay:

β = 2κ/a = (2/a) arccosh(|Δ|/2|t|).

**(e) When is the logarithmic law accurate, and where does it fail?**

*Solution.* Solving 2 cosh κ = 1/r for exp(κ), and taking the root above 1, gives

exp(κ) = (1/r)(1 + S)/2, S = √(1 − 4r²).

Taking the logarithm,

κ = ln(1/r) + ln[(1 + S)/2].

For small r, S = 1 − 2r² − 2r⁴ − …. Hence (1+S)/2 = 1 − r² − r⁴ − …, and its logarithm is −r² − r⁴ − r⁴/2 − …. The result is

β = (2/a)[ln|Δ/t| − r² − (3/2)r⁴ − …].

The McConnell law is thus the leading term for r ≪ 1. Because S < 1 for any nonzero coupling, it overestimates β throughout the off-resonant range. The backward walks omitted from it increase the transmission of a long bridge.

An accurate decay constant does not guarantee an accurate conductance. Since T_M = (Γ_L Γ_R/t²) r^(2N), the large-N ratio is

T/T_M → [A t²/(Γ_L Γ_R)] [(1 + S)/2]^(−2N).

For small r it grows by a factor of about 1 + 2r² per unit. Unless the two errors happen to cancel, the absolute McConnell conductance therefore requires Nr² ≪ 1 and weak contacts, whereas its decay constant requires only r² ≪ ln(1/r).

At the band edge, |Δ| = 2|t|, κ vanishes and u_n becomes n+1. With σ_L = sΣ_L/|t| and σ_R = sΣ_R/|t|,

D = (s|t|)^N [(N+1) − (σ_L + σ_R)N + σ_L σ_R (N−1)].

The bracket grows as N(1−σ_L)(1−σ_R), so T falls as 1/N². There is no exponential decay, yet the logarithmic law would give β_M a = 2 ln 2.

Inside the band, |Δ| = 2|t| cos θ with 0 < θ < π/2 for nonzero Δ, and u_n = sin((n+1)θ)/sin θ. Since |u_n| ≤ 1/sin θ,

|D| ≤ |t|^N (1 + |σ_L|)(1 + |σ_R|)/sin θ,

and therefore

T ≥ Γ_L Γ_R sin²θ/[t²(1 + |σ_L|)²(1 + |σ_R|)²].

This lower bound does not depend on N, so the transmission cannot decay to zero.

**(f) Let each unit be a complete monolayer of a film. How does the sum over in-plane motion change the decay?**

*Solution.* In a crystalline film with matching electrodes, the in-plane momentum q is conserved, and each q is a separate chain. Take Δ > 0 and

Δ(q) = Δ + q²/2m, m > 0,

with t and the contact self-energies independent of q. This is a simplification: in a crystalline electrode k, and hence Σ, varies with q, and q is confined to the Brillouin zone. A smooth variation of this kind leaves the large-N result below unchanged but shifts the values at small N. The conductance per area is 2e²/h_P times the channel density

n_N = ∫ d²q/(2π)² T_N(q).

With w = q²/2m, the area element is 2πq dq = 2πm dw. Thus

n_N = (m/2π) ∫₀^∞ T_N(w) dw.

Differentiating 2|t| cosh κ(w) = Δ + w gives dκ/dw = 1/(2|t| sinh κ). For large N, with κ now denoting its value at q = 0,

T_N(w) ≈ T_N(0) exp[−Nw/(|t| sinh κ)].

The important w are of order 1/N. The neglected quadratic term in the exponent, Nw², and the change of A with w are then both of order 1/N. Integration gives

n_N → [m|t| sinh κ/(2πN)] T_N(0).

In this model thicker films select electrons closer to normal incidence, because these have the smallest barrier. In a real film the slowest decay may lie at another q, and the selection is then around that point. The slope between successive thicknesses is

ln(n_N/n_(N+1)) = 2κ + 1/N + O(1/N²).

The extra term vanishes as N → ∞, so β is the same as for a single chain. At finite thickness, however, a slope taken from two neighbouring thicknesses overestimates β wherever the 1/N term dominates the remainder. In thin films the sign can reverse if the contacts shift the end units close to resonance while their widths stay small, as for a lead near its band edge. The narrower the resonance, the more layers this affects. With the bridge of part (g), h = −0.1 hartree and V_L = V_R ≈ 0.10 hartree, the slope lies below 2κ up to N = 3 for k = 0.03 and up to N = 5 for k = 0.003. Strong contacts with large widths need not do this: with the lead of part (g) and V_L = V_R between 0.1 and 0.3 hartree, the slope stays above 2κ.

The weak-coupling limit shows how soon the 1/N estimate becomes useful. There, if the contacts are weak too, T_N(w) is proportional to (Δ+w)^(−2N), whose integral is T_N(0)Δ/(2N−1). The excess slope is then

ln[(2N+1)/(2N−1)],

which equals 0.251 at N = 4, already close to 1/4.

**(g) Evaluate the results for Δ = 0.1 hartree, t = 0.02 hartree and a = 6 bohr. For the film take m = 0.5 electron masses.**

*Solution.* These are round model parameters and do not represent a named material. The leads have ε = 0.04 hartree and h = −0.1 hartree, with V_L = 0.03 and V_R = 0.02 hartree. Then cos k = 0.2, and the widths are Γ_L = 0.01764 and Γ_R = 0.00784 hartree.

Here r = 0.2 and cosh κ = 0.1/0.04 = 2.5, so

κ = ln(2.5 + √5.25) = 1.567,
β = 2 × 1.567/6 = 0.522 bohr⁻¹ = 0.987 Å⁻¹.

The McConnell law gives

β_M = 2 ln 5/6 = 0.536 bohr⁻¹ = 1.014 Å⁻¹,

which is 2.7 % above the full model value. The error depends strongly on r. Relative to the full value, it is 0.4 % at r = 0.1, 9.6 % at r = 0.3 and 32 % at r = 0.4.

Solving the matching equations of part (b) directly gives T = 1.433 × 10⁻² for one unit and 1.190 × 10⁻⁶ for four. The latter corresponds to

G = 7.748 × 10⁻⁵ S × 1.190 × 10⁻⁶ = 9.22 × 10⁻¹¹ S.

The slope ln(T_N/T_(N+1)) is 3.129 between one and two units and 3.134 from three units onward, in agreement with 2κ. In this chain the large-N decay is therefore established almost at once.

The McConnell transmission is less accurate than its slope. The ratio T/T_M is 1.04 at N = 1, 1.34 at N = 4 and 1.89 at N = 8. For one unit the difference comes from the contacts alone. Their summed self-energy is −0.0026 − 0.0127i hartree, and

T/T_M = 1/|1 + (Σ_L + Σ_R)/Δ|² = 1/(0.974² + 0.127²) = 1.04.

For longer bridges the growth factor is

[(1 + √0.84)/2]^(−2) = 1.089 per unit.

With A = 0.33045, the prefactor of the ratio is

0.33045 × 0.0004/(0.017636 × 0.007838) = 0.956.

Thus the predicted ratio at N = 8 is 0.956 × 1.089⁸ = 1.89, as found. By N = 40 it has reached 29, although β_M is still wrong by only 2.7 %.

The two failure cases of part (e) also appear in the direct solution. At the band edge, doubling N from 400 to 800 multiplies T by 0.251, close to the factor 1/4 of an inverse-square law. For Δ = 0.03 hartree, inside the band, the lowest T is 0.148 both for N = 1–40 and for N = 41–80. The logarithmic law would nevertheless predict a decay of 2 ln 1.5 = 0.81 per unit.

For the film, sinh κ = √5.25 = 2.2913, so

m|t| sinh κ/2π = 0.5 × 0.02 × 2.2913/6.2832 = 3.647 × 10⁻³ bohr⁻².

At N = 4 the limiting formula gives

3.647 × 10⁻³ × 1.190 × 10⁻⁶/4 = 1.08 × 10⁻⁹ bohr⁻².

Numerical integration over q gives 1.27 × 10⁻⁹ bohr⁻², larger by a factor of 1.17. The weak-coupling integral of part (f) accounts for most of this difference, since it predicts a factor 2N/(2N−1) = 8/7 = 1.14. The corresponding conductance per area is 3.5 × 10⁷ S/m².

The film slopes are 3.3895, 3.2602 and 3.1965 at N = 4, 8 and 16. They exceed 2κ = 3.1336 by 0.256, 0.127 and 0.063, close to 1/N in each case. At four layers the apparent β is therefore 8 % too large. This exceeds the 2.7 % error of the logarithmic law, so such a slope could not by itself test that law. The film values at N = 4 depend on the simplifications of part (f). Giving the leads an in-plane dispersion of the same mass changes the channel density to 1.23 × 10⁻⁹ bohr⁻² and the slope to 3.377. Replacing the parabola by a square lattice of spacing 6 bohr with the same mass gives 1.39 × 10⁻⁹ bohr⁻² and 3.417. The excess in the apparent β stays between 7.8 % and 9.0 %, and at N = 16 the slopes differ by about 0.001 or less.

These numbers describe the stated model. A second band at a comparable distance from the Fermi energy would add another tunnelling amplitude. Orbital overlap would change the matrix to be inverted, and disorder would mix different q. Inelastic hopping, thermal activation and charging are also left out. A measured decay can be converted into |Δ/t| by these formulas only if such effects are negligible. The complete values are in the numerical output.

Numbers as computed

```
Delta = 0.1 hartree, t = 0.02 hartree, r = 0.20
spacing a = 6.0 bohr, in-plane mass = 0.5 m_e
V_L = 0.03 hartree, V_R = 0.02 hartree
lead level = 0.04, lead hopping = -0.1 hartree
lead wavenumber k = 1.3694 rad per site
Sigma_L = -0.001800 -0.008818i hartree
Gamma_L = 0.017636 hartree
Sigma_R = -0.000800 -0.003919i hartree
Gamma_R = 0.007838 hartree
kappa = 1.56680, ln|Delta/t| = 1.60944
beta full = 0.52227 /bohr = 0.9869 /angstrom
beta McConnell = 0.53648 /bohr = 1.0138 /angstrom
McConnell beta too large by 2.72 %
large-N prefactor A = 0.33045
growth of T/T_McConnell per unit = 1.08902
N, T, T_McConnell, ratio, ln(T_N/T_N+1):
1 1.4327e-02 1.3824e-02 1.0364 3.12910
2 6.2691e-04 5.5296e-04 1.1337 3.13340
3 2.7314e-05 2.2118e-05 1.2349 3.13359
4 1.1898e-06 8.8474e-07 1.3448 3.13360
5 5.1830e-08 3.5389e-08 1.4645 3.13360
6 2.2577e-09 1.4156e-09 1.5949 3.13360
7 9.8349e-11 5.6623e-11 1.7369 3.13360
8 4.2841e-12 2.2649e-12 1.8915 3.13360
ratio T/T_McConnell at N = 40: 28.97
2e^2/h = 7.74809e-05 S
conductance at N = 4: 9.2188e-11 S
r, beta*a from scattering, 2 ln(1/r), excess in %:
0.05 5.98645 5.99146 0.08
0.10 4.58486 4.60517 0.44
0.20 3.13360 3.21888 2.72
0.30 2.19722 2.40795 9.59
0.40 1.38629 1.83258 32.19
band edge: T(800)/T(400) = 0.2506
in band, Delta = 0.030 hartree:
lowest T, N = 1-40: 0.1481; N = 41-80: 0.1482
film limit of N*density/T = 3.6467e-03 /bohr^2
film: N, channel density (/bohr^2), ln ratio to N+1, 2 kappa:
4 1.2721e-09 3.38946 3.13360
8 2.1122e-15 3.26020 3.13360
16 1.3162e-26 3.19653 3.13360
film conductance per area, N = 4: 3.5197e+07 S/m^2
film N = 4: density / limiting formula = 1.1727
```
